# Orientation-averaged Born scattering by like-charge and donor-acceptor pairs: verification in Python

```python
"""Orientation-averaged first-Born scattering by two screened impurities.

Result under test: the cross section of a pair at separation R is that of one
impurity times F = 2*(1 + s*sin(qR)/(qR)); s=+1 like charges, s=-1 donor-acceptor
(s=0 gives two independent impurities). q: wave-number transfer; k: electron
wave number; kappa: screening wave number; bohr: effective Bohr radius;
g = 2/bohr. Lengths in nm, energies in eV, unless a label says otherwise.
"""
import numpy as np
from scipy import constants as C
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.special import j0, spherical_jn, spherical_yn

pi = np.pi


def gauss(n, lo, hi):
    x, w = np.polynomial.legendre.leggauss(n)
    return lo + (hi - lo) * (x + 1) / 2, w * (hi - lo) / 2


# Rough typical values for an n-type GaAs channel
mass, eps, density, R = 0.067, 12.9, 1e-3, 6.0
gap, phonon, thickness = 1.5, 0.036, 50.0
pairs = density / 2
h2m = C.hbar**2 / (2 * mass * C.m_e) / C.e * 1e18
hbar_ev = C.hbar / C.e
kb = C.k / C.e
bohr = C.physical_constants["Bohr radius"][0] * 1e9 * eps / mass
coulomb = C.e / (4 * pi * C.epsilon_0 * eps) * 1e9
g = 2 / bohr
kf = (3 * pi**2 * density) ** (1 / 3)
ef = h2m * kf**2
kappa2 = 4 * kf / (pi * bohr)
kappa = np.sqrt(kappa2)


def factor(x, s):
    return 2 * (1 + s * np.sinc(x / pi))


T_NODE, T_WEIGHT = gauss(240, 0, 1)


def cross_section(k, screening2, sep, s, moment):
    """Total (moment 0) or momentum-transfer (moment 1) cross section."""
    k = np.asarray(k, float)[..., None]
    q = 2 * k * T_NODE
    y = q * (q**2 / (2 * k**2))**moment * factor(q * sep, s)
    y = y * g**2 / (q**2 + screening2)**2 * 2 * pi / k**2
    return np.sum(y * 2 * k * T_WEIGHT, axis=-1)


# Two-centre Fourier integral in prolate spheroidal coordinates
half = R / 2
xi, wxi = gauss(320, 1, 1 + 36 / (kappa * half))
eta, weta = gauss(120, -1, 1)
X, Y = np.meshgrid(xi, eta, indexing="ij")
W = np.outer(wxi, weta)
r1, r2, z = half * (X + Y), half * (X - Y), half * X * Y
rho = half * np.sqrt((X**2 - 1) * (1 - Y**2))
angle_c, angle_w = gauss(24, -1, 1)


def pair_transform(q, c, s):
    v = np.exp(-kappa * r1) / r1 + s * np.exp(-kappa * r2) / r2
    wave = j0(q * np.sqrt(1 - c**2) * rho) * np.exp(-1j * q * c * z)
    return 2 * pi * half**3 * np.sum(W * (X**2 - Y**2) * v * wave)


for q in (0.05, 0.2, 0.58):
    one = quad(lambda r: 4 * pi * np.sin(q * r) / q * np.exp(-kappa * r),
               0, 200, limit=400)[0]
    assert abs(one * (q**2 + kappa2) / (4 * pi) - 1) < 1e-7
    for s in (1, -1):
        power = [abs(pair_transform(q, c, s))**2 for c in angle_c]
        mean = np.dot(angle_w, power) / 2 / one**2
        assert abs(mean - factor(q * R, s)) < 1e-6


# Limits, crossing and strongest reversal, from the direct average
def direct_average(x, s):
    c, w = gauss(40, -1, 1)
    return np.dot(w, abs(1 + s * np.exp(1j * x * c))**2) / 2


x = 0.1
assert abs(direct_average(x, -1) / x**2 - (1 / 3 - x**2 / 60)) < 1e-6
assert abs(direct_average(x, 1) - (4 - x**2 / 3 + x**4 / 60)) < 1e-8
crossing = brentq(lambda y: direct_average(y, 1) - 2, 2, 4)
assert abs(crossing - pi) < 1e-8
x_rev = brentq(lambda y: np.tan(y) - y, 4.4, 4.6)
found = minimize_scalar(lambda y: direct_average(y, 1), bounds=(3.5, 6),
                        method="bounded", options={"xatol": 1e-8})
assert abs(found.x - x_rev) < 1e-4

# Unscreened donor-acceptor pair: equal growth of the total per decade of cutoff
lq, wq = gauss(60, np.log(1e-3), np.log(1e-2))
decade = sum(w * direct_average(np.exp(y) * R, -1) / np.exp(2 * y)
             for y, w in zip(lq, wq))
assert abs(decade / (R**2 / 3 * np.log(10)) - 1) < 1e-3

# Cross sections by direct integration over final and pair directions
c, wc = gauss(64, -1, 1)
phi = 2 * pi * np.arange(48) / 48
cr, wr = gauss(40, -1, 1)
CC, PP, RR = np.meshgrid(c, phi, cr, indexing="ij")
phase = kf * R * (np.sqrt(1 - CC**2) * np.cos(PP) * np.sqrt(1 - RR**2)
                  + (CC - 1) * RR)
single = g**2 / (2 * kf**2 * (1 - CC) + kappa2)**2
weight = wc[:, None, None] * (2 * pi / 48) * wr[None, None, :] / 2
for s in (1, -1):
    for moment in (0, 1):
        direct = np.sum(weight * single * (1 - CC)**moment
                        * abs(1 + s * np.exp(1j * phase))**2)
        ratio = direct / cross_section(kf, kappa2, R, s, moment)
        assert abs(ratio - 1) < 1e-6
b = 4 * kf**2 / kappa2
born_m = pi * g**2 / (2 * kf**4) * (np.log(1 + b) - b / (1 + b))
born_t = 4 * pi * g**2 / (kappa2 * (kappa2 + 4 * kf**2))
assert abs(cross_section(kf, kappa2, R, 0, 1) / (2 * born_m) - 1) < 1e-8
assert abs(cross_section(kf, kappa2, R, 0, 0) / (2 * born_t) - 1) < 1e-8


# Phase shifts of one screened centre; strength > 0 is attractive
def phase_shifts(strength, lmax=16, rmax=60.0):
    out = []
    for l in range(lmax + 1):
        r0 = 1e-4 + 0.1 * l

        def rhs(r, u):
            pot = -strength * np.exp(-kappa * r) / r
            return [u[1], (l * (l + 1) / r**2 + pot - kf**2) * u[0]]
        sol = solve_ivp(rhs, (r0, rmax), [1.0, (l + 1) / r0],
                        method="DOP853", rtol=1e-10, atol=1e-12)
        beta = sol.y[1, -1] / sol.y[0, -1]
        y = kf * rmax
        jl, nl = spherical_jn(l, y), spherical_yn(l, y)
        dj = jl + y * spherical_jn(l, y, derivative=True)
        dn = nl + y * spherical_yn(l, y, derivative=True)
        out.append(np.arctan((kf * dj - beta * y * jl)
                             / (kf * dn - beta * y * nl)))
    return np.array(out)


def momentum_sigma(d):
    l = np.arange(len(d) - 1)
    return 4 * pi / kf**2 * np.sum((l + 1) * np.sin(d[:-1] - d[1:])**2)


def forward(d):
    l = np.arange(len(d))
    return np.sum((2 * l + 1) * np.exp(1j * d) * np.sin(d)) / kf


f1 = g / kappa2
f2 = g**2 / (2 * kappa2 * (kappa - 2j * kf))
weak_p, weak_m = phase_shifts(g / 10), phase_shifts(-g / 10)
weak_sigma = (momentum_sigma(weak_p) + momentum_sigma(weak_m)) / 2
assert abs(weak_sigma * 100 / born_m - 1) < 0.01
assert abs((forward(weak_p) + forward(weak_m)) / 2 * 100 / f2 - 1) < 0.01
full_donor = momentum_sigma(phase_shifts(g))
full_acceptor = momentum_sigma(phase_shifts(-g))


# Forward second-order amplitude: one impurity, then the other
def successive(c):
    wave = j0(kf * np.sqrt(1 - c**2) * rho)
    wave = wave * np.exp(1j * kf * (r1 - c * (z + half)) - kappa * r2)
    return g**2 / (8 * pi * kappa) * 2 * pi * half**2 * np.sum(W * (X - Y) * wave)


cross = np.array([successive(c) for c in angle_c])
sa, wa = gauss(200, 0, R)
sb, wb = gauss(700, R, R + 200)
sr, ws = np.r_[sa, sb], np.r_[wa, wb]


def primitive(t):
    return -(t / kappa + 1 / kappa2) * np.exp(-kappa * t)


mean_exp = (primitive(sr + R) - primitive(abs(sr - R))) / (2 * sr * R)
radial = g**2 / (2 * kappa) * np.sum(
    ws * sr * np.sinc(kf * sr / pi) * np.exp(1j * kf * sr) * mean_exp)
assert abs(np.dot(angle_w, cross) / 2 / radial - 1) < 1e-5
both = cross + cross[::-1]
like_forward = np.dot(angle_w, abs(2 * f1 + 2 * f2 + both)**2) / 2 / f1**2
da_forward = np.dot(angle_w, abs(2 * f2 - both)**2) / 2 / f1**2


# Static screening function of the degenerate electron gas, y = q/(2 kf)
def lindhard(y):
    return 0.5 + (1 - y**2) / (4 * y) * np.log(abs((1 + y) / (1 - y)))


for y in (0.3, 0.8):
    integral = quad(lambda p: p * np.log(abs((p + y) / (p - y))), 0, 1,
                    points=[y], limit=200)[0]
    assert abs(integral / (2 * y) - lindhard(y)) < 1e-6
kl = kappa2 * lindhard(T_NODE)


# Partial mobilities (cm2/Vs): independent, like, donor-acceptor
def relaxation_time(k, screening2, s):
    speed = 2 * h2m * k / hbar_ev
    return 1 / (pairs * speed * cross_section(k, screening2, R, s, 1))


to_mobility = C.e / (mass * C.m_e) * 1e4


def thermal(T):
    kt = kb * T

    def nodes(mu):
        u, w = gauss(400, np.sqrt(max(0, mu - 40 * kt)),
                     np.sqrt(max(0, mu) + 40 * kt))
        e = u**2
        return e, 2 * u * w / (4 * kt * np.cosh((e - mu) / (2 * kt))**2)

    def count(mu):
        e, w = nodes(mu)
        return np.sum(w * e**1.5) / (3 * pi**2 * h2m**1.5)
    mu = brentq(lambda m: count(m) - density, -0.05, ef + 0.01)
    e, w = nodes(mu)
    k2 = 4 * pi * coulomb * np.sum(w * np.sqrt(e)) / (2 * pi**2 * h2m**1.5)
    k = np.sqrt(e / h2m)
    mob = [to_mobility * np.sum(w * e**1.5 * relaxation_time(k, k2, s))
           / np.sum(w * e**1.5) for s in (0, 1, -1)]
    return mu, k2, np.array(mob)


cold = np.array([to_mobility * relaxation_time(kf, kappa2, s)
                 for s in (0, 1, -1)]).ravel()
mu5, k25, mob5 = thermal(5.0)
assert abs(k25 / kappa2 - 1) < 0.002
assert np.max(abs(mob5 / cold - 1)) < 0.01
warm = {T: thermal(T) for T in (77.0, 300.0)}
for mob in (cold, warm[77.0][2], warm[300.0][2]):
    assert mob[1] < mob[0] < mob[2]

print(f"inputs: mass {mass} m_e, permittivity {eps}, R {R} nm")
print(f"electron density {density*1e21:.2e}, pairs {pairs*1e21:.2e} cm^-3")
print(f"effective Bohr radius {bohr:.3f} nm, g {g:.4f} nm^-1")
print(f"Fermi wave number {kf:.4f} nm^-1, Fermi energy {ef*1e3:.2f} meV")
print(f"kappa {kappa:.4f} nm^-1, screening length {1/kappa:.3f} nm")
print(f"largest qR = 2 kf R: {2*kf*R:.4f}")
print(f"crossing qR {crossing:.5f}, at q {crossing/R:.4f} nm^-1")
print(f"crossing angle {np.degrees(2*np.arcsin(pi/(2*kf*R))):.2f} deg")
print(f"strongest reversal qR {x_rev:.4f}: F+ {factor(x_rev,1):.4f}, "
      f"F- {factor(x_rev,-1):.4f}")
print("angle deg | q nm^-1 | qR | F+ | F- | dsigma/dOmega nm^2/sr:")
print("  one impurity, like pair, donor-acceptor pair")
for deg in (5, 30, 60, 90, 120, 180):
    q = 2 * kf * np.sin(np.radians(deg) / 2)
    d1 = g**2 / (q**2 + kappa2)**2
    fp, fm = factor(q * R, 1), factor(q * R, -1)
    print(f"{deg:4d} {q:.4f} {q*R:.4f} {fp:.4f} {fm:.4f} "
          f"{d1:.4f} {d1*fp:.4f} {d1*fm:.4f}")
x60 = kf * R
mid = abs(np.dot(angle_w, 2 * np.cos(x60 * angle_c / 2)) / 2)**2
end = abs(np.dot(angle_w, 1 + np.exp(1j * x60 * angle_c)) / 2)**2
print(f"wrong |mean amplitude|^2, like, 60 deg: midpoint origin {mid:.4f},")
print(f"  origin on one impurity {end:.4f}")
print(f"one impurity: total {born_t:.3f}, momentum {born_m:.3f} nm^2")
print("pair/two independent: R nm | total like, d-a | momentum like, d-a")
for sep in (3.0, 6.0, 12.0, 24.0):
    v = [float(cross_section(kf, kappa2, sep, s, m)
               / cross_section(kf, kappa2, sep, 0, m))
         for m in (0, 1) for s in (1, -1)]
    print(f"{sep:5.1f} " + " ".join(f"{y:.4f}" for y in v))
print("partial mobility cm2/Vs: independent, like, donor-acceptor")
print("  T = 0 K: " + " ".join(f"{y:.0f}" for y in cold))
for T, (mu, k2, mob) in warm.items():
    print(f"  T = {T:.0f} K: " + " ".join(f"{y:.0f}" for y in mob))
    print(f"    chemical potential {mu*1e3:.2f} meV, "
          f"kappa {np.sqrt(k2):.4f} nm^-1, kT/EF {kb*T/ef:.3f}")
    print(f"    optical phonon occupation {1/np.expm1(phonon/(kb*T)):.4f}")
print("Neglected effects:")
print(f"full/Born momentum cross section: donor {full_donor/born_m:.3f}, "
      f"acceptor {full_acceptor/born_m:.3f}")
print(f"one-centre forward |f2/f1| {abs(f2/f1):.4f}, f1 {f1:.3f} nm")
print(f"forward F with second-order amplitude: like {like_forward:.3f}, "
      f"d-a {da_forward:.4f}")
lr = [float(cross_section(kf, kl, R, s, 1) / cross_section(kf, kl, R, 0, 1))
      for s in (1, -1)]
change = float(cross_section(kf, kl, R, 0, 1)) / (2 * born_m)
print(f"q-dependent screening: momentum ratio like {lr[0]:.4f}, d-a {lr[1]:.4f}")
print(f"  independent momentum cross section times {change:.4f}")
nonpar = np.sqrt(1 + 4 * (1 - mass)**2 / gap * ef)
print(f"nonparabolic mass factor at EF {nonpar:.4f} (gap {gap} eV)")
print(f"kf*thickness/pi {kf*thickness/pi:.2f} for {thickness:.0f} nm channel")
path = 2 * h2m * kf / hbar_ev * float(relaxation_time(kf, kappa2, 0))
print(f"mean free path, independent {path:.1f} nm, kf*path {kf*path:.1f}")
print(f"field giving kT(77 K) per path {kb*77/path*1e4:.3f} kV/cm")
print(f"optical phonon energy used {phonon*1e3:.0f} meV (rough)")
print("no test failed")
```

It prints:

```
inputs: mass 0.067 m_e, permittivity 12.9, R 6.0 nm
electron density 1.00e+18, pairs 5.00e+17 cm^-3
effective Bohr radius 10.189 nm, g 0.1963 nm^-1
Fermi wave number 0.3094 nm^-1, Fermi energy 54.42 meV
kappa 0.1966 nm^-1, screening length 5.086 nm
largest qR = 2 kf R: 3.7124
crossing qR 3.14159, at q 0.5236 nm^-1
crossing angle 115.61 deg
strongest reversal qR 4.4934: F+ 1.5655, F- 2.4345
angle deg | q nm^-1 | qR | F+ | F- | dsigma/dOmega nm^2/sr:
  one impurity, like pair, donor-acceptor pair
   5 0.0270 0.1619 3.9913 0.0087 24.8359 99.1268 0.2168
  30 0.1601 0.9608 3.7062 0.2938 9.3182 34.5349 2.7381
  60 0.3094 1.8562 3.0339 0.9661 2.1342 6.4749 2.0619
  90 0.4375 2.6251 2.3763 1.6237 0.7279 1.7297 1.1819
 120 0.5358 3.2150 1.9544 2.0456 0.3631 0.7095 0.7427
 180 0.6187 3.7124 1.7089 2.2911 0.2169 0.3707 0.4969
wrong |mean amplitude|^2, like, 60 deg: midpoint origin 2.9756,
  origin on one impurity 2.3011
one impurity: total 29.715, momentum 9.784 nm^2
pair/two independent: R nm | total like, d-a | momentum like, d-a
  3.0 1.9118 0.0882 1.7866 0.2134
  6.0 1.7107 0.2893 1.3645 0.6355
 12.0 1.3721 0.6279 1.0232 0.9768
 24.0 1.1174 0.8826 0.9985 1.0015
partial mobility cm2/Vs: independent, like, donor-acceptor
  T = 0 K: 5019 3678 7898
  T = 77 K: 5283 3930 8143
    chemical potential 53.74 meV, kappa 0.1953 nm^-1, kT/EF 0.122
    optical phonon occupation 0.0044
  T = 300 K: 7622 6058 10540
    chemical potential 41.88 meV, kappa 0.1753 nm^-1, kT/EF 0.475
    optical phonon occupation 0.3306
Neglected effects:
full/Born momentum cross section: donor 1.200, acceptor 0.788
one-centre forward |f2/f1| 0.1512, f1 5.077 nm
forward F with second-order amplitude: like 4.753, d-a 0.0111
q-dependent screening: momentum ratio like 1.3587, d-a 0.6413
  independent momentum cross section times 1.0582
nonparabolic mass factor at EF 1.0613 (gap 1.5 eV)
kf*thickness/pi 4.92 for 50 nm channel
mean free path, independent 102.2 nm, kf*path 31.6
field giving kT(77 K) per path 0.649 kV/cm
optical phonon energy used 36 meV (rough)
no test failed
```
